# What a Vanishing Zone Average Tells About KKR Structure Constants: test program

```python
"""Zone average of the site-diagonal KKR structure constants.

Result under test: for Im kappa > 0 the Brillouin-zone average of
    G_LL'(k,E) = sum over lattice vectors R != 0 of exp(i k.R) G_LL'(R)
is zero, and an N x N x N mesh average equals the same sum taken over the
N-fold enlarged lattice.
Hartree atomic units: kappa = sqrt(2E), G0(r) = -exp(i kappa r)/(2 pi r).
D_L(R) = -2 i kappa h_l(kappa R) Y_L(R), real harmonics, L = (l,m);
G_LL' = 4 pi sum_L'' i^(l-l'-l'') C_LL'L'' D_L'', C = Gaunt coefficients.
The Ewald parameter eta separates reciprocal and real-space sums.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.special import erfc, spherical_jn

LMAX = 4
L_OF = np.array([l for l in range(LMAX + 1) for m in range(-l, l + 1)])
a = 7.0
A = 0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
B = 2 * pi * np.linalg.inv(A).T
VOLUME = abs(np.linalg.det(A))


def solid_harmonics(v):
    """r^l Y_L(v) for all l <= LMAX; first axis is L."""
    x, y, z = v[..., 0], v[..., 1], v[..., 2]
    r2 = x * x + y * y + z * z
    out = np.empty((len(L_OF),) + x.shape)
    c, s, pmm = np.ones_like(x), np.zeros_like(x), 1.0
    for m in range(LMAX + 1):
        if m > 0:
            c, s = x * c - y * s, x * s + y * c
            pmm *= 2 * m - 1
        before, p = np.zeros_like(x), np.full_like(x, pmm)
        for l in range(m, LMAX + 1):
            if l > m:
                before, p = p, ((2 * l - 1) * z * p
                                - (l + m - 1) * r2 * before) / (l - m)
            norm = sqrt((2 * l + 1) / (4 * pi)
                        * factorial(l - m) / factorial(l + m))
            if m > 0:
                norm *= sqrt(2)
                out[l * l + l - m] = norm * p * s
            out[l * l + l + m] = norm * p * c
    return out


def kappa_of(E):
    k = np.sqrt(2 * complex(E))
    return k if k.imag > 0 else -k


def outgoing(kappa, R):
    """D_L(R) for an array of vectors R != 0; shape (L, number)."""
    r = np.linalg.norm(R, axis=-1)
    x = kappa * r
    h = [-1j * np.exp(1j * x) / x, -np.exp(1j * x) / x * (1 + 1j / x)]
    for l in range(1, LMAX):
        h.append((2 * l + 1) / x * h[l] - h[l - 1])
    Y = solid_harmonics(R / r[:, None])
    return np.array([-2j * kappa * h[l] * Y[i] for i, l in enumerate(L_OF)])


def lattice_points(basis, radius):
    """Integer coordinates of the lattice vectors within a radius."""
    dual = np.linalg.inv(basis).T
    n = np.ceil(radius * np.linalg.norm(dual, axis=1)).astype(int)
    g = np.meshgrid(*[np.arange(-i, i + 1) for i in n], indexing="ij")
    pts = np.stack(g, -1).reshape(-1, 3)
    return pts[np.linalg.norm(pts @ basis, axis=1) <= radius]


def direct_sum(E, N, shift, t=(0, 0, 0)):
    """Sum of exp(2 pi i shift.m) D_L(T + N R_m), zero vector left out."""
    kappa = kappa_of(E)
    m = lattice_points(N * A, 30 / kappa.imag)
    R = (N * m + np.array(t)) @ A
    keep = np.linalg.norm(R, axis=1) > 1e-9
    return outgoing(kappa, R[keep]) @ np.exp(
        2j * pi * (m[keep] @ np.array(shift)))


def self_term(kappa, eta):
    return 2 / pi * (eta * np.exp(kappa**2 / (4 * eta**2))
                     + 0.5j * kappa * sqrt(pi) * erfc(-0.5j * kappa / eta))


def ewald(frac, E, eta=0.4):
    """Reciprocal, real-space and self parts of D_L(k): (3, k, L)."""
    kappa = kappa_of(E)
    kpts = (frac - np.round(frac)) @ B
    parts = np.zeros((3, len(kpts), len(L_OF)), complex)
    K = lattice_points(B, 13 * eta + 1.5) @ B
    for i in range(0, len(kpts), 100):
        q = kpts[i:i + 100, None, :] + K[None]
        gap = kappa**2 - np.sum(q * q, axis=-1)
        w = np.exp(gap / (4 * eta**2)) / gap
        S = solid_harmonics(q)
        for j in range(len(L_OF)):
            parts[0, i:i + 100, j] = np.sum(w * S[j], axis=1)
    parts[0] *= 8 * pi / VOLUME * (1j / kappa) ** L_OF
    R = lattice_points(A, 6.5 / eta) @ A
    R = R[np.linalg.norm(R, axis=1) > 1e-9]
    r = np.linalg.norm(R, axis=1)[:, None]
    node, weight = np.polynomial.legendre.leggauss(80)
    top = np.sqrt(eta**2 + 45 / r**2)
    xi = eta + (top - eta) * (node + 1) / 2
    f = (top - eta) / 2 * weight * np.exp(
        -(r * xi) ** 2 + kappa**2 / (4 * xi**2))
    radial = np.array([np.sum(f * xi ** (2 * l), axis=1) for l in L_OF])
    table = (solid_harmonics(R) * radial).T
    parts[1] = (np.exp(1j * kpts @ R.T) @ table
                * (-4 / sqrt(pi)) * (2 / kappa) ** L_OF)
    parts[2, :, 0] = self_term(kappa, eta)
    return parts


def mesh(N, s):
    return (np.indices((N, N, N)).reshape(3, -1).T + s) / N


# Angular quadrature on the unit sphere, and Gaunt coefficients for l,l' <= 2
ct, wt = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(24) / 24
CT, PH = [g.ravel() for g in np.meshgrid(ct, phi, indexing="ij")]
ST = np.sqrt(1 - CT**2)
sphere = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], -1)
w_sphere = np.repeat(wt, 24) * 2 * pi / 24
Ysph = solid_harmonics(sphere)
gaunt = np.einsum("ap,bp,cp,p->abc", Ysph[:9], Ysph[:9], Ysph, w_sphere)
l9 = L_OF[:9]
power = l9[:, None, None] - l9[None, :, None] - L_OF[None, None, :]
couple = 4 * pi * gaunt * np.array([1, 1j, -1, -1j])[power % 4]


def matrix(D):
    return couple @ D


E1, E2 = 0.4 + 0.2j, 0.4 + 0.02j
k1, k2 = kappa_of(E1), kappa_of(E2)
eta = 0.4
d = a / sqrt(2)

# Two-centre matrix against double angular projection of G0
T_int = np.array([1, 0, 0])
T = T_int @ A
dist = np.linalg.norm(sphere[:, None] - sphere[None] - T, axis=-1)
G0 = -np.exp(1j * k1 * dist) / (2 * pi * dist)
YW = Ysph[:9] * w_sphere
jl = np.array([spherical_jn(int(l), k1) for l in l9])
projected = (YW @ G0 @ YW.T) / np.outer(jl, jl)
D_T = outgoing(k1, T[None])[:, 0]
err_two = np.max(abs(projected - matrix(D_T)))
assert err_two < 1e-8

# Ewald against direct lattice sum and against another eta, general k
kf = np.array([0.13, 0.29, -0.41])
ew = ewald(kf[None], E1)
D_ew = ew.sum(0)[0]
err_direct = np.max(abs(D_ew - direct_sum(E1, 1, kf)))
err_eta = np.max(abs(D_ew - ewald(kf[None], E1, 0.5).sum(0)[0]))
assert err_direct < 1e-8 and err_eta < 1e-9

# Self term against minus the reciprocal part integrated over all q
node, weight = np.polynomial.legendre.leggauss(600)
q = 13 * eta * (node + 1) / 2
unfolded = 4 / pi / sqrt(4 * pi) * np.sum(
    13 * eta / 2 * weight * q**2
    * np.exp((k1**2 - q**2) / (4 * eta**2)) / (k1**2 - q**2))
D3 = self_term(k1, eta)
assert abs(unfolded + D3) < 1e-10

# Mesh averages
sizes = (2, 4, 6, 8, 12)
avg = {}
for N in sizes:
    for name, E, s in (("G", E1, 0.0), ("S", E1, 0.5), ("low", E2, 0.0)):
        fr = mesh(N, s)
        parts = ewald(fr, E)
        avg[name, N] = parts.mean(axis=1)
        if name == "G" and N == 12:
            phase = np.exp(-2j * pi * fr @ T_int)
            moment = np.einsum("k,pkL->pL", phase, parts) / len(fr)
            rms = sqrt(4 * pi * np.mean(abs(parts.sum(0)[:, 0]) ** 2))
total = {key: val.sum(0) for key, val in avg.items()}
err_alias = 0.0
for name, E, s, N in (("G", E1, 0, 4), ("S", E1, 0.5, 4), ("G", E1, 0, 6),
                      ("S", E1, 0.5, 6), ("low", E2, 0, 8)):
    exact = direct_sum(E, N, [s] * 3)
    err_alias = max(err_alias, np.max(abs(total[name, N] - exact)))
assert err_alias < 1e-8


def ss(D):
    return matrix(D)[0, 0]


def lead_gamma(N):
    return -24 * np.exp(1j * k1 * N * d) / (N * d)


def lead_shift(N):
    return 12 * np.exp(1j * k1 * N * a) / (N * a)


assert abs(ss(total["G", 12]) / lead_gamma(12) - 1) < 0.02
assert abs(ss(total["S", 12]) / lead_shift(12) - 1) < 0.02
assert np.max(abs(matrix(total["G", 12]))) < 1e-4
l2, l4 = L_OF == 2, L_OF == 4
l2_gamma = np.max(abs(total["G", 8][l2]))
l2_shift = np.max(abs(total["S", 8][l2]))
assert l2_gamma < 1e-11 and l2_shift > 1e-6

# What the zero average sees and what it misses
no_self = avg["G", 12][0] + avg["G", 12][1]
no_real = avg["G", 12][0] + avg["G", 12][2]
double4 = total["G", 12] + np.where(l4, avg["G", 12][0], 0)
assert abs(no_self[0] + D3) < 1e-5 and abs(D3) > 0.05
assert np.max(abs(no_real)) < 1e-4 and np.max(abs(double4)) < 1e-4
good = moment.sum(0)
err_moment = np.max(abs(good - direct_sum(E1, 12, [0] * 3, T_int)))
assert err_moment < 1e-8 and np.max(abs(good - D_T)) < 1e-4
j4 = 16 + int(np.argmax(abs(D_T[16:])))
bad_double = good[j4] + moment[0, j4]
bad_noreal = good[j4] - moment[1, j4]
assert abs(bad_double - D_T[j4]) > 0.02 * abs(D_T[j4])
assert abs(bad_noreal - D_T[j4]) > 0.02 * abs(D_T[j4])


def c(z, n=6):
    return f"{z.real:.{n}f} {z.imag:+.{n}f}i"


U = "1/(hartree bohr^3)"
print("Unit of all D and G values:", U)
print(f"fcc a = {a:.1f} bohr, d = {d:.4f} bohr, volume = {VOLUME:.3f} bohr^3")
print(f"Ewald eta = {eta} 1/bohr")
print(f"E1 = {c(E1, 2)} hartree, kappa1 = {c(k1)} 1/bohr")
print(f"E2 = {c(E2, 2)} hartree, kappa2 = {c(k2)} 1/bohr")
print("Test k, fractions of b1,b2,b3:", *kf)
for i, name in enumerate(("reciprocal", "real-space", "self")):
    print(f"  D_00(k,E1) {name} part = {c(ew[i, 0, 0])}")
print(f"  D_00(k,E1) total = {c(D_ew[0])}")
print(f"Max error, two-centre matrix vs projection: {err_two:.1e}")
print(f"Max error, Ewald vs direct sum: {err_direct:.1e}")
print(f"Max change, eta 0.4 to 0.5 1/bohr: {err_eta:.1e}")
print(f"Max error, mesh average vs enlarged lattice: {err_alias:.1e}")
print(f"rms of G_ss(k,E1) over N=12 mesh = {rms:.5f}")
print("E1, Gamma mesh: N, |avg G_ss|, |leading term|, max|avg G_LL'|")
for N in sizes:
    print(f"  {N:2d} {abs(ss(total['G', N])):.4e} {abs(lead_gamma(N)):.4e}"
          f" {np.max(abs(matrix(total['G', N]))):.4e}")
print("E1, shifted mesh: N, |avg G_ss|, |leading term|, max|avg G_LL'|")
for N in sizes:
    print(f"  {N:2d} {abs(ss(total['S', N])):.4e} {abs(lead_shift(N)):.4e}"
          f" {np.max(abs(matrix(total['S', N]))):.4e}")
print("E2, Gamma mesh: N, |avg G_ss|, max|avg G_LL'|")
for N in sizes:
    print(f"  {N:2d} {abs(ss(total['low', N])):.4e}"
          f" {np.max(abs(matrix(total['low', N]))):.4e}")
print(f"N=8, max|avg D_2m|: Gamma {l2_gamma:.1e}, shifted {l2_shift:.4e}")
print("Averages at E1, N=12 Gamma mesh:")
print(f"  D_00 reciprocal part = {c(avg['G', 12][0, 0])}")
print(f"  |D_00 real-space part| = {abs(avg['G', 12][1, 0]):.1e}")
print(f"  D_00 self part = {c(D3)}")
print(f"  reciprocal part integrated over all q = {c(unfolded)}")
print(f"  |avg D_00| with self part missing = {abs(no_self[0]):.6f}")
print(f"  max|avg D_L| with real-space part missing = "
      f"{np.max(abs(no_real)):.2e}")
print(f"  max|avg D_L| with l=4 reciprocal part doubled = "
      f"{np.max(abs(double4)):.2e}")
print(f"Moment at T = a1, l = 4, m = {j4 - 20}, E1, N=12:")
print(f"  propagator D_L(T) = {c(D_T[j4])}")
print(f"  moment, correct code = {c(good[j4])}")
print(f"  moment, reciprocal part doubled = {c(bad_double)}")
print(f"  moment, real-space part missing = {c(bad_noreal)}")
print("all good")
```

Running it gives:

```
Unit of all D and G values: 1/(hartree bohr^3)
fcc a = 7.0 bohr, d = 4.9497 bohr, volume = 85.750 bohr^3
Ewald eta = 0.4 1/bohr
E1 = 0.40 +0.20i hartree, kappa1 = 0.920442 +0.217287i 1/bohr
E2 = 0.40 +0.02i hartree, kappa2 = 0.894706 +0.022354i 1/bohr
Test k, fractions of b1,b2,b3: 0.13 0.29 -0.41
  D_00(k,E1) reciprocal part = 0.255489 -0.380159i
  D_00(k,E1) real-space part = 0.003317 +0.001958i
  D_00(k,E1) self part = -0.237390 +0.264490i
  D_00(k,E1) total = 0.021415 -0.113711i
Max error, two-centre matrix vs projection: 2.8e-14
Max error, Ewald vs direct sum: 8.2e-14
Max change, eta 0.4 to 0.5 1/bohr: 1.6e-16
Max error, mesh average vs enlarged lattice: 4.6e-14
rms of G_ss(k,E1) over N=12 mesh = 0.55113
E1, Gamma mesh: N, |avg G_ss|, |leading term|, max|avg G_LL'|
   2 2.9664e-01 2.8211e-01 3.8553e-01
   4 1.7377e-02 1.6414e-02 2.1832e-02
   6 1.2877e-03 1.2733e-03 1.6031e-03
   8 1.1023e-04 1.1113e-04 1.4016e-04
  12 1.0017e-06 1.0031e-06 1.2615e-06
E1, shifted mesh: N, |avg G_ss|, |leading term|, max|avg G_LL'|
   2 2.7874e-02 4.0919e-02 2.5101e-01
   4 1.0256e-03 9.7670e-04 1.2838e-02
   6 3.2011e-05 3.1084e-05 9.6339e-04
   8 1.1212e-06 1.1129e-06 8.3053e-05
  12 1.6899e-09 1.6909e-09 7.4132e-07
E2, Gamma mesh: N, |avg G_ss|, max|avg G_LL'|
   2 4.0761e+00 1.1856e+01
   4 7.6694e-01 1.3136e+00
   6 1.1583e+00 1.4032e+00
   8 4.3796e-01 5.2319e-01
  12 1.0326e-01 1.6419e-01
N=8, max|avg D_2m|: Gamma 2.7e-17, shifted 2.0630e-05
Averages at E1, N=12 Gamma mesh:
  D_00 reciprocal part = 0.237390 -0.264490i
  |D_00 real-space part| = 2.3e-18
  D_00 self part = -0.237390 +0.264490i
  reciprocal part integrated over all q = 0.237390 -0.264490i
  |avg D_00| with self part missing = 0.355400
  max|avg D_L| with real-space part missing = 2.83e-07
  max|avg D_L| with l=4 reciprocal part doubled = 2.83e-07
Moment at T = a1, l = 4, m = 2, E1, N=12:
  propagator D_L(T) = 0.175035 +0.044232i
  moment, correct code = 0.175035 +0.044232i
  moment, reciprocal part doubled = 0.286859 +0.120094i
  moment, real-space part missing = 0.111824 +0.075862i
all good
```
